# Composition and relaxation of a cubic epilayer from its 224 spot

## Problem

A cubic alloy A$_{1-x}$B$_x$ has been grown on a thick, unstrained (001) substrate of pure A. A reciprocal-space map around the asymmetric 224 reflection shows one substrate spot and one layer spot. The wavevector transfer has modulus $|\mathbf Q|=2\pi/d$, where $d$ is the spacing of the reflecting planes. Its component $Q_x$ lies in the surface along [110], and $Q_z$ lies along the surface normal [001]. The coordinates are

- substrate: $(Q_x,Q_z)=(31.735,\;44.880)\ \mathrm{nm^{-1}}$,
- layer: $(Q_x,Q_z)=(31.465,\;43.460)\ \mathrm{nm^{-1}}$.

The stress-free lattice parameter of the alloy follows Vegard's law, and that of B exceeds that of A by $\Delta=0.0400$ nm. The elastic constants are also linear in $x$, with $C_{11}=120$ GPa and $C_{12}=50$ GPa for A, and $C_{11}=80$ GPa and $C_{12}=40$ GPa for B. These are round model parameters and describe no particular material.

Let $a_s$ be the substrate parameter, $a_\parallel$ and $a_\perp$ the in-plane and out-of-plane parameters of the layer, and $a_r$ the parameter the layer would have if it were free of stress. The degree of relaxation is

$$R=\frac{a_\parallel-a_s}{a_r-a_s},\qquad a_r\neq a_s .$$

(a) Find $a_s$ and check the orientation of the map.

(b) Find $a_\parallel$ and $a_\perp$.

(c) Derive an equation for $x$ that allows for the composition dependence of the elastic constants, and solve it.

(d) Find $a_r$, the strains and $R$.

(e) Where would the spot of a layer of this composition lie if it were coherent with the substrate, and where if it were fully relaxed?

(f) What error results from taking $a_\perp$ for the relaxed parameter, and what error from using the elastic constants of A throughout?

(g) How do a layer tilt of $0.02^\circ$ and a reading error of $0.005\ \mathrm{nm^{-1}}$ affect $x$ and $R$?

## Solution

### (a) Substrate parameter and orientation

For a cubic crystal the reciprocal-lattice vector 224 is $(2\pi/a_s)(2,2,4)$. Its squared modulus is $(2\pi/a_s)^2(4+4+16)$, so

$$a_s=\frac{2\pi\sqrt{24}}{|\mathbf Q_s|}.$$

The modulus is used because a rotation of the sample leaves it unchanged. From the given coordinates, $|\mathbf Q_s|=54.9666\ \mathrm{nm^{-1}}$ and $a_s=0.56000$ nm.

The direction of $\mathbf Q_s$ shows whether the map is rotated. The unit vector along [110] is $(1,1,0)/\sqrt2$, so the in-plane component is proportional to $(2+2)/\sqrt2=2\sqrt2$ and the normal component to 4. An aligned map must therefore have $Q_x/Q_z=1/\sqrt2$. The angle $\arctan(Q_x/Q_z)$ of the substrate spot differs from $\arctan(1/\sqrt2)$ by $0.00004^\circ$, which is negligible. Had there been an appreciable offset, both spots would have had to be rotated back by it before going on.

### (b) The two lattice parameters of the layer

The layer is assumed to be strained equally along [100] and [010], without shear, and its [001] axis is assumed parallel to that of the substrate. Its cell is then tetragonal, and

$$\mathbf Q_{224}=2\pi\left(\frac{2}{a_\parallel},\frac{2}{a_\parallel},\frac{4}{a_\perp}\right).$$

Projection on [110] and [001] gives

$$Q_x=\frac{2\pi}{\sqrt2}\,\frac{2+2}{a_\parallel}=\frac{4\sqrt2\,\pi}{a_\parallel},\qquad Q_z=\frac{8\pi}{a_\perp}.$$

Each coordinate thus depends on one parameter:

$$a_\parallel=\frac{4\sqrt2\,\pi}{31.465\ \mathrm{nm^{-1}}}=0.56480\ \mathrm{nm},\qquad
a_\perp=\frac{8\pi}{43.460\ \mathrm{nm^{-1}}}=0.57830\ \mathrm{nm}.$$

In ångströms these are 5.6480 and 5.7830. Since $a_\parallel$ is larger than $a_s$, the layer has begun to relax. Since $a_\perp$ is larger than $a_\parallel$, it is still strained.

### (c) Composition

**The stress condition.** Strains are measured from the stress-free state of the layer itself, not from the substrate:

$$\varepsilon_\parallel=\frac{a_\parallel-a_r}{a_r},\qquad \varepsilon_\perp=\frac{a_\perp-a_r}{a_r}.$$

The top surface is free, so the normal stress vanishes there, and in a uniformly strained layer it vanishes throughout. For a cubic crystal in linear elasticity,

$$\sigma_{zz}=C_{12}(\varepsilon_{xx}+\varepsilon_{yy})+C_{11}\varepsilon_{zz}=2C_{12}\varepsilon_\parallel+C_{11}\varepsilon_\perp=0 .$$

With $D=2C_{12}/C_{11}$ this reads $\varepsilon_\perp=-D\varepsilon_\parallel$. Multiplication of the stress condition by $a_r$ gives

$$C_{11}(a_\perp-a_r)+2C_{12}(a_\parallel-a_r)=0 .$$

Collecting the terms in $a_r$ and dividing by $C_{11}$, we find

$$a_r=\frac{a_\perp+D\,a_\parallel}{1+D}. \tag{1}$$

The relaxed parameter is a weighted mean of the two measured ones. The weight $D$ depends on the unknown composition, so equation (1) cannot yet be evaluated.

**The equation for $x$.** Vegard's law is $a_r=a_s+x\Delta$, because the substrate is pure A. Define

$$p=a_\perp-a_s=0.01830\ \mathrm{nm},\qquad q=a_\parallel-a_s=0.00480\ \mathrm{nm}.$$

Then $a_r-a_\perp=x\Delta-p$ and $a_r-a_\parallel=x\Delta-q$. The stress condition, with its sign reversed, becomes

$$F(x)=C_{11}(x)\,(x\Delta-p)+2C_{12}(x)\,(x\Delta-q)=0 .$$

Write $C_{11}(x)=C_{11}^A+x\,d_{11}$ and $C_{12}(x)=C_{12}^A+x\,d_{12}$, with $d_{11}=-40$ GPa and $d_{12}=-10$ GPa. The two products are

$$C_{11}(x)(x\Delta-p)=x^2\Delta d_{11}+x(\Delta C_{11}^A-p\,d_{11})-p\,C_{11}^A,$$

$$2C_{12}(x)(x\Delta-q)=2x^2\Delta d_{12}+2x(\Delta C_{12}^A-q\,d_{12})-2q\,C_{12}^A .$$

Their sum is $F(x)=k_2x^2+k_1x+k_0$, with

$$\begin{aligned}
k_2&=\Delta(d_{11}+2d_{12}),\\
k_1&=\Delta(C_{11}^A+2C_{12}^A)-p\,d_{11}-2q\,d_{12},\\
k_0&=-(p\,C_{11}^A+2q\,C_{12}^A).
\end{aligned}$$

In units of GPa nm,

$$\begin{aligned}
k_2&=0.0400\,(-40-20)=-2.4000,\\
k_1&=0.0400\,(120+100)+40(0.01830)+20(0.00480)=9.6280,\\
k_0&=-\left[120(0.01830)+100(0.00480)\right]=-2.6762,
\end{aligned}$$

where the last digit of $k_0$ comes from unrounded $p$ and $q$.

**Choice of root.** At the ends of the composition range, $F(0)=k_0<0$ and $F(1)=k_2+k_1+k_0=4.55$ GPa nm $>0$. A continuous function that changes sign has a root in between. A quadratic with both roots inside the interval would have the same sign at both ends, so there is one physical root here. It is

$$x=\frac{-k_1+\sqrt{k_1^2-4k_2k_0}}{2k_2}=\frac{-2k_0}{k_1+\sqrt{k_1^2-4k_2k_0}} .$$

The second form follows on multiplying numerator and denominator by $k_1+\sqrt{k_1^2-4k_2k_0}$. It remains usable when $k_2\to0$. Numerically,

$$x=\frac{2(2.6762)}{9.6280+\sqrt{9.6280^2-4(2.4000)(2.6762)}}=0.3005 .$$

The other root, 3.711, is not a composition.

If the elastic constants do not vary with $x$, then $k_2=0$ and the solution reduces to

$$x=-\frac{k_0}{k_1}=\frac{p+Dq}{(1+D)\Delta}, \tag{2}$$

which is equation (1) combined with Vegard's law.

### (d) Relaxed parameter, strains and relaxation

Vegard's law gives

$$a_r=0.56000+0.3005\times0.0400=0.57202\ \mathrm{nm},$$

or 5.7202 Å. At this composition $C_{11}=107.98$ GPa and $C_{12}=47.00$ GPa, so $D=0.8704$. Equation (1) returns the same parameter:

$$\frac{0.57830+0.8704\times0.56480}{1.8704}=0.57202\ \mathrm{nm}.$$

The strains are $\varepsilon_\parallel=-1.26\,\%$ and $\varepsilon_\perp=+1.10\,\%$. The layer is compressed in the plane and expanded along the normal, and the ratio of the strains is $-D$. The degree of relaxation is

$$R=\frac{0.00480}{0.01202}\approx0.40 .$$

The layer has thus taken up 40 % of the difference between its free parameter and that of the substrate. The remaining misfit is elastic, since the definition of $R$ gives $a_r-a_\parallel=(1-R)(a_r-a_s)$.

The definition does not confine $R$ to the range from 0 to 1. For $a_r>a_s$, a layer under in-plane tension has $a_\parallel>a_r$ and hence $R>1$. When $a_r$ approaches $a_s$, the denominator vanishes and $R$ loses its meaning, although $a_\parallel$ and $a_\perp$ remain well defined.

### (e) The coherent and relaxed limits

Keep $x$ fixed and let $R$ vary. From the definition of $R$ and the stress condition,

$$a_\parallel=a_s+R(a_r-a_s),\qquad a_\perp=a_r+D(a_r-a_\parallel)=a_r+D(1-R)(a_r-a_s).$$

For $R=0$ the in-plane parameter is $a_s$, and the layer spot lies directly below the substrate spot on the map. The normal parameter is then $a_c=a_r+D(a_r-a_s)$, and the spot is at $(31.735,\;43.148)\ \mathrm{nm^{-1}}$.

For $R=1$ the layer is cubic, with $a_\parallel=a_\perp=a_r$. Its vector $\mathbf Q$ is parallel to that of the substrate, so the spot lies on the line from the origin through the substrate spot, at $(31.068,\;43.937)\ \mathrm{nm^{-1}}$.

The measured spot lies between these two. How far it has moved from the coherent position follows from $Q_x\propto1/a_\parallel$:

$$\frac{1/a_s-1/a_\parallel}{1/a_s-1/a_r}=\frac{a_\parallel-a_s}{a_r-a_s}\,\frac{a_r}{a_\parallel}=R\,\frac{a_r}{a_\parallel}.$$

For the other coordinate, $a_c-a_\perp=DR(a_r-a_s)$ and $a_c-a_r=D(a_r-a_s)$, so

$$\frac{1/a_\perp-1/a_c}{1/a_r-1/a_c}=\frac{a_c-a_\perp}{a_c-a_r}\,\frac{a_r}{a_\perp}=R\,\frac{a_r}{a_\perp}.$$

The measured fractions are $0.270/0.667=0.405$ along $Q_x$ and $0.312/0.789=0.395$ along $Q_z$. They lie on either side of $R$ because $a_\parallel<a_r<a_\perp$. For strains of about one per cent, $R$ can therefore be estimated directly from the map, once the two limiting spots for the right composition are known.

### (f) Two shortcuts

**Strain ignored.** If $a_\perp$ is taken for $a_r$, the result is $x=0.4574$ and $R=0.2626$. The error in $x$ follows from the expression for $a_\perp$ in part (e):

$$\frac{a_\perp-a_r}{\Delta}=D(1-R)\,\frac{a_r-a_s}{\Delta}=D(1-R)\,x .$$

Relative to the true composition, the excess is $D(1-R)=0.8704\times0.60=0.52$. It vanishes for a fully relaxed layer and is largest, within $0\le R\le1$, for a coherent one.

**Elastic constants of A.** Here $D=0.8333$, and equation (2) gives

$$x=\frac{0.01830+0.8333\times0.00480}{1.8333\times0.0400}=0.3041,$$

with $R=0.3950$. The direction of the error can be seen by writing equation (1) as

$$a_r=a_\perp-\frac{D}{1+D}(a_\perp-a_\parallel).$$

The factor $D/(1+D)$ increases with $D$. A value of $D$ that is too small therefore gives too large an $a_r$ when $a_\perp>a_\parallel$. The composition is overestimated by 0.0036, or about 1 % of its value, which is far less than the error from ignoring strain.

### (g) Tilt and reading errors

**Layer tilt.** Suppose the layer lattice is rotated relative to the substrate by a small angle $\delta$ about $[1\bar10]$, in the sense that turns $\mathbf Q_{224}$ towards the surface plane. The observed coordinates are

$$Q_x'=Q_x\cos\delta+Q_z\sin\delta,\qquad Q_z'=Q_z\cos\delta-Q_x\sin\delta .$$

To first order, $\delta Q_x=\delta\,Q_z$ and $\delta Q_z=-\delta\,Q_x$. Each lattice parameter is inversely proportional to its coordinate, so its relative change is opposite to that of the coordinate:

$$\delta a_\parallel=-a_\parallel\,\delta\,\frac{Q_z}{Q_x},\qquad \delta a_\perp=+a_\perp\,\delta\,\frac{Q_x}{Q_z}.$$

With $\delta=0.02^\circ$ converted to radians, these are $-0.000272$ nm and $+0.000146$ nm. The analysis repeated with the rotated spot gives changes of $-0.0012$ in $x$ and $-0.021$ in $R$. In relative terms $x$ changes by $-0.4\,\%$ and $R$ by $-5\,\%$. Part of the difference comes from equation (1), where $a_\perp$ and $Da_\parallel$ shift in opposite directions: alone, the shift of $a_\parallel$ would change $x$ by $-1.0\,\%$ and that of $a_\perp$ by $+0.6\,\%$. The larger part comes from the definition of $R$. The numerator of $R$ contains $a_\parallel$ alone, and a shift of 0.000272 nm is appreciable beside $a_\parallel-a_s=0.00480$ nm.

A single asymmetric spot cannot reveal this tilt, since two coordinates cannot determine $a_\parallel$, $a_\perp$ and $\delta$. The $\bar2\bar24$ reflection supplies the missing information. Its unrotated coordinates are $(-Q_x,Q_z)$, and the same rotation turns them into

$$(-Q_x\cos\delta+Q_z\sin\delta,\;\;Q_z\cos\delta+Q_x\sin\delta).$$

The mean of the two values of $|Q_x|$ is $Q_x\cos\delta$, and the mean of the two normal components is $Q_z\cos\delta$. The first-order error has cancelled, and the remaining relative error in each coordinate is about $\delta^2/2$. Analysis of the averaged coordinates restores $x=0.3005$ and $R=0.3998$.

**Reading errors.** The layer coordinates are now changed one at a time by $+0.005\ \mathrm{nm^{-1}}$, with the substrate spot held fixed.

- An error in $Q_x$ changes $x$ by $-0.0010$ and $R$ by $-0.0061$.
- An error in $Q_z$ changes $x$ by $-0.0009$ and $R$ by $+0.0012$.

Both errors reduce a measured lattice parameter, and therefore $a_r$ and $x$. The error in $Q_x$ also reduces the numerator of $R$, and this outweighs the smaller denominator. The error in $Q_z$ leaves the numerator unchanged and reduces the denominator, so $R$ rises.

Once the tilt has been removed by averaging, reading errors of this size in the layer spot leave $x=0.300$ uncertain by one or two units in the third decimal, and $R=0.40$ by less than 0.01. These bounds take the substrate spot as exact. If its two coordinates carry the same error, $a_s$ changes as well, and the worst-case shifts grow to about 0.004 in $x$ and somewhat more than 0.01 in $R$. An uncorrected tilt of $0.02^\circ$ would by itself change $R$ by about 0.02.

These figures refer to the model. It uses linear elasticity at strains above one per cent, where terms of second order in the strain begin to count. Merely replacing each $\varepsilon$ in the stress condition by the Lagrangian strain $\varepsilon+\varepsilon^2/2$, with the same constants, shifts $x$ by about $+0.001$. For a real alloy the fourth decimal of $x$ is therefore not significant. A departure from Vegard's law would change the $x$ inferred from the same two spots. It would hardly affect $R$, because equation (1) gives $a_r$ from the measured parameters and $D$, and Vegard's law enters only through the composition at which $D$ is evaluated. If the layer were strained differently along [110] and $[1\bar10]$, $Q_x$ would measure the [110] direction alone, and a reflection such as $2\bar24$ would be needed for the other.

Numbers in the example were calculated in double precision.
